# Second Sound of a Purely Quadratic Flexural Branch in Two Dimensions

## Definitions and conventions

A flat, isotropic sheet has bending stiffness \(\kappa\) and areal mass \(\mu\). Without tension, its out-of-plane displacement has the harmonic dispersion

\[
\omega=aq^2,\qquad a=\sqrt{\kappa/\mu},\qquad \mathbf v=\nabla_{\mathbf q}\,\omega=2a\mathbf q. \tag{1}
\]

Here \(\mathbf q\) is the two-dimensional wavevector and \(\mathbf v\) the group velocity. At temperature \(T\) the occupation is \(n=1/(e^{x}-1)\) with \(x=\hbar\omega/k_BT\), and \(w\) stands for \(n(n+1)\). Differentiation gives \(dn/dx=-w\). The symbol \(\sum\) denotes \(\int d^2q/(2\pi)^2\), so all sums are per unit area. Natural scales are

\[
q_T=\sqrt{k_BT/\hbar a},\qquad v_0=\sqrt{ak_BT/\hbar}. \tag{2}
\]

Collisions are assumed to conserve energy and crystal momentum \(\hbar\mathbf q\), but not phonon number, and to be fast for every retained mode. "Ideal" second sound means the temperature wave in this limit, with viscosity, heat diffusion and momentum-destroying scattering neglected. Modes are first retained above a small wavevector \(q_0\), with

\[
x_0=\hbar aq_0^2/k_BT=(q_0/q_T)^2\ll1 . \tag{3}
\]

## The drifting state and its limit

A phonon collision balances its reverse when \(\ln[(1+n)/n]\), summed over the phonons entering, equals the same sum over those leaving. This holds if the logarithm is a linear combination of the conserved quantities:

\[
n_{\mathbf u}=\frac{1}{\exp[\hbar(\omega-\mathbf q\cdot\mathbf u)/k_BT]-1}. \tag{4}
\]

The vector \(\mathbf u\) is the drift velocity. A positive occupation requires \(\omega>\mathbf q\cdot\mathbf u\). For a mode parallel to the drift this reads \(aq^2>qu\), so

\[
u<aq_{\min}, \tag{5}
\]

where \(q_{\min}\) is the smallest wavevector present. In an infinite sheet with dispersion (1) no finite drift satisfies (5). The momentum response must therefore be defined by taking \(u\to0\) first and enlarging the sheet afterwards.

## Momentum response

To first order in \(\mathbf u\), the exponent in (4) changes by \(-\hbar\mathbf q\cdot\mathbf u/k_BT\). Since \(dn/dx=-w\), the occupation changes by \(w\hbar\mathbf q\cdot\mathbf u/k_BT\). The crystal-momentum density is

\[
\mathbf P=\sum\hbar\mathbf q\,\frac{w\hbar\,\mathbf q\cdot\mathbf u}{k_BT}=\rho\,\mathbf u,
\qquad
\rho=\frac{\hbar^2}{2k_BT}\sum q^2w. \tag{6}
\]

The factor \(1/2\) is the angular average \(q_iq_j\to q^2\delta_{ij}/2\). Although \(\rho\) has the units of areal mass, it measures the response of crystal momentum, not the amount of matter in the sheet.

At small \(q\), \(w\simeq(k_BT/\hbar aq^2)^2\), and the integrand of (6) becomes

\[
d\rho\simeq\frac{\hbar^2}{2k_BT}\,\frac{q\,dq}{2\pi}\,q^2\left(\frac{k_BT}{\hbar aq^2}\right)^2
=\frac{k_BT}{4\pi a^2}\frac{dq}{q}. \tag{7}
\]

Every decade of small wavevector contributes equally, which is the logarithmic divergence. A linear branch has \(w\propto q^{-2}\) instead; its integrand is proportional to \(q\,dq\) and converges.

The constant beside the logarithm follows from the full integral. With \(q^2=k_BTx/\hbar a\) and \(q\,dq=k_BT\,dx/2\hbar a\),

\[
\rho=\frac{\hbar^2}{2k_BT}\,\frac1{2\pi}\,\frac{k_BT}{\hbar a}\,\frac{k_BT}{2\hbar a}
\int_{x_0}^{\infty}xw\,dx
=\frac{k_BT}{8\pi a^2}\,I(x_0). \tag{8}
\]

Integration by parts with \(w=-dn/dx\) gives

\[
I(x_0)=x_0n(x_0)+\int_{x_0}^{\infty}n\,dx
=\frac{x_0}{e^{x_0}-1}-\ln(1-e^{-x_0}). \tag{9}
\]

The first term expands as \(1-x_0/2+x_0^2/12\), the second as \(-\ln x_0+x_0/2-x_0^2/24\). The linear terms cancel:

\[
I(x_0)=1+\ln(1/x_0)+O(x_0^2). \tag{10}
\]

## Balance equations and the wave speed

Let the temperature also vary, with \(\theta=\delta T/T\). A temperature rise changes \(x\) by \(-x\theta\), so the local-equilibrium deviation is

\[
\delta n=\frac{w}{k_BT}\left(\hbar\omega\,\theta+\hbar\mathbf q\cdot\mathbf u\right). \tag{11}
\]

Multiply the Boltzmann equation, \(\partial_tn+\mathbf v\cdot\nabla n=\) collisions, by \(\hbar\omega\) or \(\hbar\mathbf q\) and sum over modes. The collision term drops out by conservation, leaving a density and a flux in each case.

The energy density changes by \(C\,\delta T\), where \(C=\sum(\hbar\omega)^2w/k_BT^2\) is the heat capacity per area. In the energy flux \(\sum\hbar\omega\mathbf v\,\delta n\), the \(\theta\) term is odd in \(\mathbf q\) and vanishes. The drift term, averaged over angle, gives

\[
\mathbf Q=\mathbf u\sum\frac{\hbar\omega\,\hbar(\mathbf q\cdot\mathbf v/2)\,w}{k_BT}
=\mathbf u\sum\frac{(\hbar\omega)^2w}{k_BT}=TC\,\mathbf u, \tag{12}
\]

because (1) implies \(\mathbf q\cdot\mathbf v=2\omega\). In the momentum flux \(\sum\hbar q_iv_j\,\delta n\), the \(\theta\) term survives and the same identity gives \(\delta_{ij}TC\theta=\delta_{ij}C\,\delta T\). Both relations hold mode by mode, so an isotropic cutoff adds no boundary term. The balance equations are

\[
C\,\partial_t\delta T+TC\,\nabla\cdot\mathbf u=0,\qquad
\rho\,\partial_t\mathbf u+C\,\nabla\delta T=0. \tag{13}
\]

Differentiating the first in time and inserting the second yields

\[
\partial_t^2\delta T=-T\,\nabla\cdot\partial_t\mathbf u=\frac{TC}{\rho}\nabla^2\delta T,
\qquad c^2=\frac{TC}{\rho}. \tag{14}
\]

Thus \(\rho\) acts as the inertia of the temperature wave. The numerator remains finite:

\[
TC=\frac{1}{k_BT}\,\frac1{2\pi}\,\frac{k_BT}{2\hbar a}(k_BT)^2\int_{x_0}^{\infty}x^2w\,dx
=\frac{(k_BT)^2}{4\pi\hbar a}\left[\frac{\pi^2}{3}-x_0+O(x_0^3)\right]. \tag{15}
\]

The full integral is \(2\int_0^\infty xn\,dx=2\sum_{m\ge1}m^{-2}=\pi^2/3\), and the part removed is \(x_0\) to leading order because \(x^2w\to1\) at small \(x\). Dividing (15) by (8) and dropping \(x_0\) beside \(\pi^2/3\),

\[
c^2=\frac{2\pi^2}{3}\,\frac{ak_BT}{\hbar}\,\frac{1}{1+\ln(1/x_0)}. \tag{16}
\]

As \(q_0\to0\), \(c\) falls to zero as the inverse square root of a logarithm. The heat capacity does not diverge; the inertia does.

Equation (16) was tested without using (13). A linear Boltzmann equation was discretized in wavevector and angle, with a single-rate collision term that conserves energy and momentum. The wavenumber times \(v_0\) was \(2\times10^{-4}\) of the collision rate. The eigenvalues gave \(c/v_0=1.0818\) for \(q_0=0.1q_T\) and \(0.6664\) for \(q_0=0.001q_T\). The formula, with the \(-x_0\) of (15) kept, gives the same values to these digits.

## What the cutoff means

For a periodic square sheet of side \(L\), the wavevectors are \(2\pi\mathbf m/L\) with integer vectors \(\mathbf m\), and \(\mathbf m=0\) is excluded. Choose \(Q\) with \(2\pi/L\ll Q\ll q_T\). Below \(Q\), the sum replacing (6) is

\[
\rho_{<Q}=\frac{k_BT}{2a^2L^2}\sum_{0<q<Q}\frac1{q^2}
=\frac{k_BT}{8\pi^2a^2}\left[2\pi\ln\frac{QL}{2\pi}+K\right], \tag{17}
\]

where \(K\) is defined by \(\sum_{0<|\mathbf m|<N}|\mathbf m|^{-2}\to2\pi\ln N+K\). A sharp cutoff gives \((k_BT/8\pi^2a^2)\,2\pi\ln(Q/q_0)\) from (7). The two agree if

\[
q_0=e^{-K/2\pi}\,\frac{2\pi}{L}. \tag{18}
\]

To evaluate \(K\), weight the sum by \(e^{-\varepsilon m^2}\), where \(m=|\mathbf m|\). The sum up to \(m^2=t\) tends to \(\pi\ln t+K\), and \(\varepsilon\int_0^\infty e^{-\varepsilon t}\ln t\,dt=-\gamma-\ln\varepsilon\), with \(\gamma\) Euler's constant. Hence

\[
K=\lim_{\varepsilon\to0}\left[\sum_{\mathbf m\ne0}\frac{e^{-\varepsilon m^2}}{m^2}+\pi(\gamma+\ln\varepsilon)\right]=2.58498, \tag{19}
\]

and \(q_0=0.6627\,(2\pi/L)\).

Direct mode sums with a small finite drift test both the logarithm and this constant. For \(Lq_T=60\), 120 and 240 they give \(\rho a^2/k_BT=0.252092\), \(0.307251\) and \(0.362410\). Each doubling adds \(0.055159\), which is \(\ln2/4\pi\), as (8), (10) and (18) require. The absolute values agree with these equations to a relative \(10^{-5}\).

In an infinite sheet, a wave of wavenumber \(k\) cannot impose a local drift on phonons whose wavelength exceeds its own. This suggests \(q_0\sim k\), an estimate that leaves the constant beside the logarithm undetermined. To leading logarithmic order,

\[
c(k)\simeq v_0\sqrt{\frac{\pi^2}{3\ln(q_T/k)}}\to0\quad(k\to0), \tag{20}
\]

provided that all modes above about \(k\) equilibrate within a period. The same caution applies to a finite sheet whose wave is as long as the sheet. Its thermodynamic \(\rho\) is well defined, but using it in (14) is then accurate only to the logarithm.

The condition attached to (20) is demanding. A mode with \(q\sim k\) has frequency \(ak^2\), far below the wave's frequency \(ck\) when \(k\) is small. It would have to relax within a small fraction of its own period, where a Boltzmann description of phonons is doubtful. The limit in (20) is therefore a property of the ideal model.

## General dispersion, and tension as a cutoff

For other isotropic branches, \(\mathbf q\cdot\mathbf v\) is not \(2\omega\). Define

\[
A=\sum\omega^2w,\qquad B=\sum\omega\,\frac{\mathbf q\cdot\mathbf v}{2}\,w,\qquad R=\sum\frac{q^2}{2}w, \tag{21}
\]

with a further sum over branches if several share one temperature and drift. Inserting (11) into the two conservation laws and dividing by \(\hbar^2/k_BT\) gives \(A\,\partial_t\theta+B\,\nabla\cdot\mathbf u=0\) and \(R\,\partial_t\mathbf u+B\,\nabla\theta=0\). Therefore

\[
c^2=\frac{B^2}{AR}. \tag{22}
\]

For a single linear branch \(\omega=vq\), \(B=A/2\) and \(A=2v^2R\), so \(c=v/\sqrt2\). This speed is finite in an infinite sheet.

A tension \(\sigma\) adds \(\sigma q^2\) to the restoring force, so \(\mu\omega^2=\sigma q^2+\kappa q^4\), or

\[
\omega^2=a^2q^2(q^2+q_s^2),\qquad q_s=\sqrt{\sigma/\mu}\,/a. \tag{23}
\]

At \(\hbar\omega\ll k_BT\) the integrand of \(\rho\) is proportional to \(q^3/\omega^2\), and

\[
\int_0^Q\frac{q\,dq}{q^2+q_s^2}=\frac12\ln\frac{Q^2+q_s^2}{q_s^2}\simeq\ln\frac{Q}{q_s}. \tag{24}
\]

This is the result of a sharp cutoff at \(q_s\). For \(q_s\ll q_T\), the infinite stretched sheet thus has \(I\simeq1+\ln(q_T^2/q_s^2)\) and a nonzero \(c\). Quadrature at \(q_s=0.01q_T\) agrees with this \(I\) to one part in a thousand.

## Thermal ripples

Dispersion (1) is harmonic. Bending also stretches the sheet, and this coupling stiffens long waves. Once in-plane displacements have relaxed, the stretching energy is \((Y/8)\sum_{\mathbf p}|\Phi_{\mathbf p}|^2\), where \(Y\) is the two-dimensional Young modulus and \(\Phi_{\mathbf p}=\sum_{\mathbf k}(\mathbf k\times\hat{\mathbf p})^2h_{\mathbf k}h_{\mathbf p-\mathbf k}\) in terms of the height amplitudes \(h\). Uniform strain, \(\mathbf p=0\), is free to relax and is omitted.

Average one height from each \(\Phi\), using the classical harmonic value \(k_BT/\kappa|\mathbf q-\mathbf p|^4\). There are four such pairings. Comparison with the bending energy \(\tfrac12\kappa q^4|h_{\mathbf q}|^2\) gives, to lowest order,

\[
\delta\kappa=\frac{k_BTY}{\kappa}\int\frac{d^2p}{(2\pi)^2}\frac{\sin^4\phi}{|\mathbf q-\mathbf p|^4}
=\frac{3k_BTY}{16\pi\kappa q^2}, \tag{25}
\]

where \(\phi\) is the angle between \(\mathbf p\) and \(\mathbf q\). For the integral, set \(t=p/q<1\) and use \(\sin\phi/(1+t^2-2t\cos\phi)=\sum_{m\ge1}t^{m-1}\sin m\phi\). Multiplying by \(\sin\phi\) gives

\[
\tfrac12\Big[1+t\cos\phi-(1-t^2)\sum_{j\ge2}t^{j-2}\cos j\phi\Big],
\]

whose square integrates over angle to \(\tfrac{\pi}{4}[2+t^2+(1-t^2)]=3\pi/4\). For \(t>1\) the result is \(3\pi/4t^4\). The radial integral is \(\int_0^1t\,dt+\int_1^\infty t^{-3}dt=1\), and division by \(4\pi^2\) gives \(3/16\pi\).

The correction equals \(\kappa\) at

\[
q_*=\frac1\kappa\sqrt{\frac{3k_BTY}{16\pi}},\qquad
\frac{q_*^2}{q_T^2}=\frac{3\hbar aY}{16\pi\kappa^2}. \tag{26}
\]

Below \(q_*\), lowest order fails. There the stiffness is taken to grow as \(q^{-\eta}\), with a rough exponent \(\eta=0.8\) adopted as an input. The integrand \(q^3/\omega^2\) then scales as \(q^{\eta-1}\), which converges for any \(\eta>0\). Within this description, ripples remove the divergence even without tension. Lowering the temperature does not restore it, because the ratio in (26) is independent of \(T\) as long as the classical average applies.

## Worked example

Take \(\kappa=1.50\) eV, \(\mu=0.75\ \mathrm{mg/m^2}\), \(T=50\) K and a periodic sheet of side \(L=10\ \mu\mathrm m\). Then \(a=5.66\times10^{-7}\ \mathrm{m^2/s}\), \(q_T=3.401\ \mathrm{nm^{-1}}\) and \(v_0=1925\) m/s. Equation (18) gives \(q_0=4.164\times10^{-4}\ \mathrm{nm^{-1}}\), so

\[
x_0=\left(\frac{4.164\times10^{-4}}{3.401}\right)^2=1.50\times10^{-8},\qquad
I=1+18.02=19.02,
\]

\[
c=1925\sqrt{\frac{2\pi^2/3}{19.02}}\ \mathrm{m/s}=1132\ \mathrm{m/s}.
\]

The response is \(\rho=1.63\times10^{-9}\ \mathrm{kg/m^2}\), of which each decade in the logarithmic range supplies \(2\ln10/19.02=24\%\). A transit across the sheet takes \(L/c=8.8\) ns. Changing \(q_0\) by a factor of two shifts \(I\) by \(1.39\) and \(c\) by about 4%, which indicates how much the undetermined constant matters for a wave as long as the sheet. The assumption of fast collisions matters more. Modes below about \(0.035\ \mathrm{nm^{-1}}\) have frequencies below that of such a wave, and they supply nearly half of \(\rho\). If they did not follow the drift, (16) with this higher cutoff would give about 1550 m/s. The value 1132 m/s therefore belongs to the ideal model.

For drift along a side of the sheet, the limit (5) is \(2\pi a/L=0.356\) m/s. In a travelling wave, (13) gives \(\delta T/T=u/c\), so the corresponding temperature amplitude is \(50\ \mathrm K\times0.356/1132=15.7\) mK. The linear theory requires amplitudes well below this.

At fixed \(T\) and \(a\), the speed is 1577 m/s for a side of \(0.1\ \mu\mathrm m\), 1301 m/s for \(1\ \mu\mathrm m\), 929 m/s for 1 mm and 762 m/s for 1 m. A direct mode sum for the smallest sheet also gives 1577 m/s. Halving the speed of the \(10\ \mu\mathrm m\) sheet requires \(I\to4I\). Since \(I\) grows by \(2\ln(L'/L)\), the new side is \(L'=Le^{3I/2}=2.4\times10^7\) m. The zero-speed limit is therefore a property of the formula's asymptotics, far from any laboratory size.

## Comparison with real sheets

The parameters lie in the rough range of free-standing one-atom-thick crystals, but such crystals do not keep a purely quadratic branch down to \(q_0\). For the same sheet, a tension of 3 mN/m gives \(q_s=0.112\ \mathrm{nm^{-1}}\) and raises \(c\) to 1762 m/s. With \(Y=300\) N/m, ripples become important below \(q_*=0.463\ \mathrm{nm^{-1}}\), about \(0.14q_T\). Interpolating the stiffness as \(\kappa[1+(q_*/q)^2]^{\eta/2}\), and holding it at its 50 K value when (22) is applied, gives 1859 m/s, a larger shift than that from tension. At large \(q\) this form contains only \(\eta/2\) times the correction (25). Replacing \(q_*^2\) in it by \(2q_*^2/\eta\) restores the full correction and gives about 1980 m/s, so the choice of interpolation matters at the level of 100 m/s. In-plane branches with speeds of 20 and 13 km/s, sharing the same drift, change \(c\) by 2 m/s. They hold about 12% of the total heat capacity, but a linear branch adds half as much to \(B\) as to \(A\), so \(B^2/A\) is unchanged to first order, and their contribution to \(R\) is small. With the first interpolation, all three effects together give about 1950 m/s, 1.72 times the ideal value. This figure inherits the assumed interpolation and exponent: the second interpolation gives about 2050 m/s, and \(\eta=0.7\) in place of \(0.8\) lowers the ripple-only value from 1859 to about 1810 m/s.

Observing the wave also requires that little momentum be lost within a period. Rough edges, defects and umklapp collisions destroy crystal momentum, and their rates are not calculated here. For a circular zone of radius \(15.85\ \mathrm{nm^{-1}}\), two phonons can combine to a wavevector outside it only if at least one lies beyond half the radius. With dispersion (1) continued that far, such modes hold about 6% of the flexural heat capacity at 50 K. A lattice branch flattens toward the zone edge and holds more there: about 9% for a nearest-neighbour honeycomb model with the same \(a\) and cell area, in which the speeds above fall by about 1%. This gauges the phonons available for umklapp by pairs, not its rate, and processes in which three phonons merge can start from smaller wavevectors. The speeds above therefore do not establish that second sound would be observable. The numerical output lists the values used.

## Numbers as computed

```
TESTS IN REDUCED UNITS
lattice constant K: 2.584982
cutoff factor exp(-K/2pi): 0.6627
momentum response by mode sum, side 60: 0.252092
momentum response by mode sum, side 120: 0.307251
momentum response by mode sum, side 240: 0.362410
predicted rise per doubling ln2/(4 pi): 0.055159
speed at q0=0.1: Boltzmann 1.08180, formula 1.08180
speed at q0=0.001: Boltzmann 0.66642, formula 0.66642
EXAMPLE: INPUTS
bending stiffness: 1.50 eV
areal mass: 0.75 mg/m2
temperature: 50 K
side of sheet: 10 um
EXAMPLE: RESULTS
dispersion coefficient a: 5.661e-07 m2/s
thermal wavevector q_T: 3.401 1/nm
speed unit v0: 1925 m/s
cutoff wavevector q0: 4.164e-04 1/nm
x0: 1.499e-08
logarithmic factor 1+ln(1/x0): 19.02
share of response per decade of q: 24.2 %
momentum response rho: 1.630e-09 kg/m2
heat capacity per area C: 4.180e-05 J/(K m2)
second-sound speed c: 1132 m/s
transit time L/c: 8.83 ns
largest allowed drift: 0.356 m/s
temperature swing at that drift: 15.7 mK
speed for side 0.1 um: 1577 m/s
speed for side 1 um: 1301 m/s
speed for side 1000 um: 929 m/s
speed for side 1e+06 um: 762 m/s
speed for side 0.1 um by mode sum: 1577 m/s
side that halves c: 2.44e+07 m
NEGLECTED EFFECTS, SAME SHEET
tension: 3.0 mN/m
tension wavevector q_s: 0.1117 1/nm
speed with tension: 1762 m/s
2D Young modulus: 300 N/m; ripple exponent: 0.8
ripple wavevector q*: 0.4626 1/nm
speed with ripple stiffening: 1859 m/s
in-plane sound speeds: 20000 and 13000 m/s
speed with in-plane branches: 1134 m/s
speed with all three: 1950 m/s, ratio 1.72
cell area: 0.050 nm2
zone radius: 15.85 1/nm
heat capacity beyond half zone radius: 5.65 %
heat capacity beyond zone radius: 5.7e-06 %
```
